# Tiny double-well splittings from the even-odd Wronskian, without subtracting eigenvalues

## Two good energies with no information in their difference

An atom of mass 16 u moves between two equivalent sites 0.14 nm apart, over a barrier of 0.30 eV. Its lowest two levels lie near 17.75 meV and differ by $2.4\times10^{-20}$ eV. Double-precision numbers near that energy, in the units used below, are spaced by $3.8\times10^{-18}$ eV. The splitting is over a hundred times smaller than one step, so two correctly rounded energies cannot yield it by subtraction.

In practice the failure comes earlier. Let the barrier be represented on a grid of scaled spacing $h=5\times10^{-4}$. The kinetic energy then gives the matrix a norm of about $4\kappa/h^2$, where $\kappa=0.2666$ meV is the energy unit defined below. This is $1.6\times10^7\kappa\approx4.3$ keV. A backward-stable eigenvalue routine returns the eigenvalues of a matrix perturbed by roughly the relative rounding unit, $2\times10^{-16}$, times this norm, or about $10^{-12}$ eV. A splitting of that size is already in danger, although its energies could be stored much more finely. A coarser grid lowers the norm but raises the discretisation error.

The remedy is to compute the splitting as a quantity in its own right, from amplitudes at the barrier centre. Those amplitudes are small too, so the way they are obtained matters as much as the formula.

## The identity at the centre

Let $V(x)=V(-x)$ be a confining potential in one dimension, and let $\psi_e,\psi_o$ be real bound states, even and odd, with energies $E_e,E_o$:

$$-\frac{\hbar^2}{2m}\psi_e''+V\psi_e=E_e\psi_e,\qquad
-\frac{\hbar^2}{2m}\psi_o''+V\psi_o=E_o\psi_o .$$

Multiply the second equation by $\psi_e$, the first by $\psi_o$, and subtract. The potential cancels:

$$-\frac{\hbar^2}{2m}\left(\psi_e\psi_o''-\psi_o\psi_e''\right)=(E_o-E_e)\,\psi_e\psi_o .$$

The bracket is the derivative of the Wronskian $W=\psi_e\psi_o'-\psi_o\psi_e'$, because the terms $\psi_e'\psi_o'$ cancel when $W$ is differentiated. Integrate from $0$ to $\infty$. Bound states make $W(\infty)=0$, so the left side becomes $+(\hbar^2/2m)W(0)$. Parity gives $\psi_o(0)=0$ and $\psi_e'(0)=0$, hence $W(0)=\psi_e(0)\psi_o'(0)$ and

$$\Delta\equiv E_o-E_e=\frac{\hbar^2}{2m}\,
\frac{\psi_e(0)\,\psi_o'(0)}{\int_0^\infty\psi_e\psi_o\,dx}. \tag{1}$$

Each function appears once above and once below, so neither needs to be normalised. The half-line matters: over the whole line the integral of an even times an odd function vanishes.

No tunnelling approximation has been made. The harmonic oscillator, which has no barrier, shows this. With $\hbar=m=\omega=1$ take $\psi_e=e^{-x^2/2}$ and $\psi_o=xe^{-x^2/2}$. Then $\psi_e(0)=\psi_o'(0)=1$, the integral is $\int_0^\infty xe^{-x^2}dx=\tfrac12$, and (1) gives $\Delta=\tfrac12/\tfrac12=1$, the level spacing.

For the lowest doublet $\psi_e$ has no node and $\psi_o$ has its one node at the origin. Both can be taken positive for $x>0$, so the integral adds positive terms, and $\Delta>0$ follows.

## Why the direction of integration matters

Take the quartic well

$$V=V_b\left(1-\frac{x^2}{a^2}\right)^2,\qquad s=\frac xa,\qquad
\kappa=\frac{\hbar^2}{2ma^2},\qquad G=\frac{V_b}{\kappa}.$$

With $E=\kappa\varepsilon$ the Schrödinger equation becomes

$$\psi''=\left[G(1-s^2)^2-\varepsilon\right]\psi\equiv q^2(s)\,\psi ,$$

primes now denoting $d/ds$. Under the barrier $q^2>0$, and the two independent solutions behave roughly as $e^{+\int q\,ds}$ and $e^{-\int q\,ds}$.

Suppose the integration starts in the far tail and runs inward through the well to $s=0$. The wanted state falls by a large factor $P$ between the well and the centre. A rounding error in the well contains some of the other solution, which rises by about $P$ on the same path. Relative to the wanted amplitude the error grows by about $P^2$. For the 0.30 eV barrier the even state has $P=1.28\times10^9$, so $P^2=1.6\times10^{18}$ and an initial error of $10^{-16}$ is enough to destroy the result. Inserted in the discrete form of (1), vectors integrated inward all the way gave a splitting wrong by a relative $7\times10^{14}$. This is far more than a single error of $10^{-16}$ would cause. On the grid such an error in one value at the peak also disturbs the slope, so it changes the even central amplitude by about $10^{-16}P^2/(q(0)h)\approx10^4$ times its size and the odd one by about $10^6$; the product is still only about $10^{10}$. Most of the damage comes from the remaining error of the energy itself, about $5\times10^{-14}$ eV (see below), which acts in every row. With that energy, even an exactly evaluated inward recurrence overshoots the central amplitudes by $1.8\times10^6$ and $2.5\times10^8$. Rounding of the coefficients and in the recurrence adds the rest. Relative to the peak, the even central amplitude came out too large in magnitude by a factor of $2.4\times10^6$ and the odd one by $3.0\times10^8$, and the formula multiplies the two. Their ratio is $2/(q(0)h)\approx123$, because the first odd component is only $h/2$ times the central slope.

Run outward from the centre instead. The wanted solution is now the growing one, and an admixture of the decaying one fades. The small amplitudes need not be computed at all, since they can be set:

$$\psi_e(0)=1,\ \psi_e'(0)=0;\qquad \psi_o(0)=0,\ \psi_o'(0)=1 .$$

All the smallness of $\Delta$ then sits in a large denominator:

$$\frac{\Delta}{\kappa}=\frac{1}{\int_0^\infty\psi_e\psi_o\,ds}. \tag{2}$$

Beyond the well the roles reverse: the bound state decays outward, so there the stable direction is inward from the tail. The two pieces are therefore joined inside the well, where the amplitude is large.

A normalised eigenvector with small absolute errors would be less suitable. An absolute error $\eta$, relative to the peak, becomes a relative error $\eta P$ at the centre. Some routines do better than this: the eigenvectors of the tridiagonal library routine used here, put into the matrix formula (3) below, also gave $2.43057\times10^{-20}$ eV on the finest grid. A small absolute error alone does not guarantee such accuracy in the small components. On the full line there is a further danger: a perturbation comparable with $\Delta$ can mix the even and odd states. Imposing parity on the half-line excludes that mixing.

## A matrix form that keeps the identity

Put the grid points at $s_j=(j-\tfrac12)h$, $j=1,\dots,N$, so that the centre lies midway between $s_1$ and its mirror image $s_0=-s_1$. With $t=1/h^2$ the central difference gives

$$-t(\psi_{j+1}+\psi_{j-1})+(2t+V_j)\psi_j=\varepsilon\psi_j,
\qquad V_j=G(1-s_j^2)^2 .$$

Parity sets $\psi_0=+\psi_1$ for even and $\psi_0=-\psi_1$ for odd states. At $j=1$ the term $-t\psi_0$ then moves into the diagonal, whose first element becomes $2t+V_1-t$ for even and $2t+V_1+t$ for odd states. The two half-line matrices $H_e$ and $H_o$ differ in this element alone, by $2t$.

Since $H_e$ is symmetric, $\psi_e^TH_e\psi_o=\varepsilon_e\,\psi_e^T\psi_o$. Also $\psi_e^TH_o\psi_o=\varepsilon_o\,\psi_e^T\psi_o$. Subtracting the first relation from the second gives

$$\varepsilon_o-\varepsilon_e=\frac{2t\,\psi_{e,1}\psi_{o,1}}{\sum_j\psi_{e,j}\psi_{o,j}}. \tag{3}$$

This is an identity for the matrices, with no grid error of its own. For small $h$ it returns to (1): $\psi_{e,1}\to\psi_e(0)$, $\psi_{o,1}\to(h/2)\psi_o'(0)$, and the sum tends to $h^{-1}\int\psi_e\psi_o\,ds$. The powers of $h$ combine as $(2/h^2)(h/2)h=1$.

Setting both first components to 1 leaves $2t/\sum_j\psi_{e,j}\psi_{o,j}$. The outward vector follows from

$$\psi_{j+1}=c_j\psi_j-\psi_{j-1},\qquad c_j=\frac{d_j-\varepsilon}{t},$$

where $d_j$ is the diagonal element and the $\psi_{j-1}$ term is absent at $j=1$. The inward vector uses the same relation solved for $\psi_{j-1}$, starting with $\psi_{N+1}=0$. It is scaled to agree with the outward one at a joining point $m$.

For a trial energy $\varepsilon$ every row of the eigenvalue equation now holds except row $m$, which leaves a residual $\gamma$:

$$(H-\varepsilon)\psi=\gamma\,e_m,\qquad
\gamma=(d_m-\varepsilon)\psi_m-t(\psi_{m-1}+\psi_{m+1}),$$

with $e_m$ the unit vector at $m$. Multiplying by $\psi^T$ and dividing by $\psi^T\psi$ gives the Rayleigh quotient

$$\frac{\psi^TH\psi}{\psi^T\psi}=\varepsilon+\frac{\gamma\psi_m}{\sum_j\psi_j^2},$$

which is the improved energy. An ordinary eigenvalue routine supplies the starting value and the joining point, and three corrections were applied.

## What an energy error now costs

The recurrence still contains a subtraction, and $\varepsilon$ still has rounding errors. They are harmless because (3) uses the energies to shape the vectors and never takes their difference.

The size of the effect follows from the growth under the barrier. To leading semiclassical order $\ln P\simeq\int q\,ds$, and $\partial q/\partial\varepsilon=-1/(2q)$. Approximate $q\simeq\sqrt G(1-s^2)$ and stop at the inner edge of the classically allowed region. Near the minimum $V/\kappa\simeq4G(s-1)^2$. The harmonic ground energy is $\varepsilon\simeq2\sqrt G$, so the edge lies at $1-u$ with $u=(2\sqrt G)^{-1/2}$. Then

$$\frac{\partial\ln P}{\partial\varepsilon}\simeq-\frac1{2\sqrt G}\int_0^{1-u}\frac{ds}{1-s^2}
=-\frac1{4\sqrt G}\ln\frac{2-u}{u}.$$

The harmonic level spacing is $4\sqrt G$. An error $\delta\varepsilon$ in the even energy alone lowers $P$ and so raises $\Delta$ by a relative $\ln[(2-u)/u]\,\delta\varepsilon/(4\sqrt G)$. For $G=1125$, $u=0.122$ and the logarithm is 2.7. Shifting the computed even energy by $10^{-6}$ of the level spacing, with the vectors joined at the peak, gave the coefficient 3.0. With a shifted energy the result depends on the joining point: the coefficient is about 2.3 for joining at $s=0.95$ and 3.7 at $s=1.05$. The estimate therefore gives the order of magnitude only. For subtraction the same coefficient is the level spacing divided by $\Delta$, which is $1.4\times10^{18}$.

Rounding in one coefficient $c_j\approx2$ acts like an energy error of about $10^{-16}\times2t$ in that row. On the finest grid this is $2\times10^{-13}$ eV, or $6\times10^{-12}$ of the 34.9 meV level spacing. Errors in different rows partly average out: as eigenvalues of the matrix, the corrected energies were wrong by about $5\times10^{-14}$ eV. Even the larger figure, multiplied by 3, is negligible in (3), yet the smaller one is still some two million times $\Delta$.

## Worked example: a heavy tunnelling defect

Choose $m=16$ u, $a=0.07$ nm and $V_b=0.30$ eV. Then $\kappa=0.2666$ meV and $G=0.30/(2.666\times10^{-4})=1125$. The grid ends at $s=2$, deep in the forbidden region.

The computed growth factor gives an estimate by hand. Semiclassically, the two outward solutions under the barrier are

$$\psi_e\simeq\sqrt{\frac{q_0}{q}}\cosh\!\int_0^s\!q\,ds',\qquad
\psi_o\simeq\frac1{\sqrt{q_0q}}\sinh\!\int_0^s\!q\,ds',$$

with $q_0=q(0)$. They satisfy the starting conditions, and far from the centre $\psi_o\simeq\psi_e/q_0$. In the well the shape is nearly the Gaussian $P\,e^{-\sqrt G(s-1)^2}$, whose square integrates to $P^2w$ with $w=\sqrt{\pi/(2\sqrt G)}$. Equation (2) becomes

$$\Delta\simeq\frac{\kappa q_0}{P^2w}.$$

The numbers are $q_0=\sqrt{(300-17.75)/0.2666}=32.5$, $w=0.216$ and $P^2=1.64\times10^{18}$. Hence $\Delta\simeq2.666\times10^{-4}\times32.5/(3.54\times10^{17})=2.45\times10^{-20}$ eV, within 1% of the full result.

On grids with $N=1000$, 2000 and 4000, equation (3) gives 2.44192, 2.43283 and 2.43057, in units of $10^{-20}$ eV. The successive differences, 0.00909 and 0.00227, have a ratio of 4.0, as an error proportional to $h^2$ requires. Its sign and size can be traced. On the grid a solution $e^{q_hs}$ obeys $(4/h^2)\sinh^2(q_hh/2)=q^2$, so $q_h\simeq q-q^3h^2/24$. The growth is too slow and $\Delta$ too large. Since $\Delta\propto P^{-2}$, the relative excess is about

$$2\int_0^1\frac{q^3h^2}{24}\,ds\simeq\frac{G^{3/2}h^2}{12}\int_0^1(1-s^2)^3ds
=\frac{4}{105}\,G^{3/2}h^2 .$$

For $h=0.002$ this is 0.58%, against 0.50% found. Keeping $\varepsilon$ in $q$ and integrating to the edge of the allowed region lowers the estimate to 0.50%.

The central difference has an error series in even powers of $h$. The combination $(4\Delta_{2N}-\Delta_N)/3$ removes the $h^2$ term and gives 2.429804 and 2.429810 for the two pairs of grids. Combining these as $(16B-A)/15$, with $B$ the finer value, removes the $h^4$ term and leaves $\Delta=2.42981\times10^{-20}$ eV.

An independent value comes from the power series $\psi=\sum_kc_ks^k$ of the continuous equation,

$$(k+2)(k+1)c_{k+2}=(G-\varepsilon)c_k-2Gc_{k-2}+Gc_{k-4},$$

summed with 160 digits and required to vanish at $s=2.2$. Here the even and odd energies are subtracted, but with many digits to spare. Long arithmetic is thus another cure for cancellation; the identity makes it unnecessary.

| $V_b$ (eV) | $\Delta$ (eV) | error, identity | error, subtraction |
|---|---|---|---|
| 0.05 | $1.912\times10^{-9}$ | $9\times10^{-12}$ | $1.5\times10^{-4}$ |
| 0.10 | $1.699\times10^{-12}$ | $1\times10^{-13}$ | 0.25 |
| 0.20 | $6.543\times10^{-17}$ | $3\times10^{-11}$ | 1 |
| 0.30 | $2.430\times10^{-20}$ | $2\times10^{-10}$ | 1 |

Mass and site distance are fixed in this comparison. The identity's error is relative to the power series. The subtraction's error is relative to the identity on the same grid, $N=4000$, so grid error does not enter it. An error of 1 means that the two computed energies were equal and their difference zero. At 0.10 eV the difference is wrong by $4\times10^{-13}$ eV, consistent with the $10^{-12}$ eV scale set by the matrix norm. At 0.05 eV subtraction is still good enough for many purposes.

Equation (3) was also tested on its own. For $N=1000$ at 0.30 eV it agreed with the difference of high-precision eigenvalues of the same two matrices to a relative $9\times10^{-13}$.

The method extends to excited doublets. In the second one each state has a node in the well, so the products are no longer all positive. The two nodes nearly coincide, and the negative stretch between them is minute. The splitting is $1.19\times10^{-17}$ eV, some 490 times the first, and it agrees with the power series to better than a relative $10^{-5}$.

## When the splitting is a gap, and when it is not

Equation (1) rests on parity. Add a weak tilt that couples $\psi_e$ and $\psi_o$ with matrix element $b/2$. By parity it has no diagonal elements in these states. If $b$ is small against the level spacing, the doublet is described by

$$\begin{pmatrix}-\Delta/2&b/2\\ b/2&\Delta/2\end{pmatrix},\qquad
\text{gap}=\sqrt{\Delta^2+b^2}.$$

The eigenvalues follow from $\lambda^2=(\Delta^2+b^2)/4$. For $V_b=0.05$ eV and $b=3\Delta$, direct diagonalisation of the tilted well gave a gap of $3.1623\,\Delta$, in agreement with $\sqrt{10}\,\Delta$.

In the localised states $(\psi_e\pm\psi_o)/\sqrt2$, built from normalised functions, the tilt is diagonal, $\pm b/2$, and the coupling is $(E_e-E_o)/2=-\Delta/2$. When $b\gg\Delta$ the eigenstates are localised and the gap is nearly $b$. The computed $\Delta$ then survives as twice the magnitude of the tunnelling matrix element, which is the quantity a theory of slow relaxation needs.

For a field $F$ acting on an effective charge $e$, chosen here for scale, $b=2eFx_{eo}$ with $x_{eo}=0.0692$ nm. In the 0.30 eV well the bias equals $\Delta$ at $F=1.8\times10^{-18}$ MV/cm. At 1 MV/cm it is 13.8 meV, about 40% of the level spacing. Even there, direct diagonalisation of the tilted well gives the same gap to within 0.1%, because the second-order shifts of the two wells are equal and cancel. This agreement concerns the gap only; it does not show that the tunnelling matrix element keeps its value at so large a bias.

The mass is that of an oxygen atom; the distance and the barrier are illustrative values for a defect in a glass. Real defects have broad distributions of barrier, distance and moving mass. A barrier of 0.30 eV is high for a defect that is to tunnel at low temperature, and was chosen to make the splitting minute. The assumption that a glass breaks most severely is symmetry. A local asymmetry of 1 meV, taken as an illustration, would raise the gap from $2.4\times10^{-20}$ eV to 1 meV, by more than sixteen orders of magnitude. The digits of $\Delta$ measure the accuracy of the calculation, not knowledge of a defect.

The model parameters matter strongly as well. The leading exponent of $\Delta$ is $2\int_0^1\sqrt G(1-s^2)ds=\tfrac43\sqrt G=44.7$. Raising $G$ by 10% increases it by 2.2, which suggests a factor $e^{-2.2}\approx0.11$. A 10% larger mass, a crude stand-in for neighbours that move along, multiplies $\Delta$ by 0.110. A 10% higher barrier multiplies it by 0.121. Both changes give the same $G$ and hence the same $\Delta/\kappa$; the larger mass also lowers $\kappa$ by the factor $1/1.1$, which accounts for the difference. The exponent alone omits the change of the prefactor, so the closeness of its 0.11 to the result for the larger mass is partly accidental.

Temperature opens other paths. Weighted by its Boltzmann factor, the second doublet's splitting is $10^{-15}$ of the first at 10 K and equals it near 65 K. At that temperature the third doublet's weighted splitting is already about half as large, so the second doublet alone no longer describes tunnelling from excited levels. For classical escape over the barrier, the mean one-way speed $\sqrt{k_BT/2\pi m}$ times the probability density at the top gives

$$\Gamma=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-V_b/k_BT}}{\int_0^\infty e^{-V/k_BT}dx}
\simeq\nu\,e^{-V_b/k_BT},\qquad \nu=\frac1{2\pi}\sqrt{\frac{8V_b}{ma^2}} .$$

The last form replaces the well by a parabola of curvature $V''(a)=8V_b/a^2$, for which the integral is $\sqrt{2\pi k_BT/V''(a)}$. With $\nu=8.6\times10^{12}$ Hz the rate at 300 K is $7.9\times10^7$ s⁻¹; the full integral gives $7.8\times10^7$ s⁻¹. Both are classical; a semiclassical estimate that includes the quantised levels of the well and tunnelling through the barrier gives about $8.7\times10^7$ s⁻¹, some 10% more. Against this, the tunnelling frequency is $\Delta/(2\pi\hbar)=5.9\times10^{-6}$ Hz (printed as Delta/h in the output, where h is Planck's constant and not the grid spacing), one oscillation in about two days for a perfectly symmetric, isolated defect. The classical rate and this tunnelling frequency become equal near 83 K. That temperature compares scales and does not predict a crossover. The classical rate is used there outside its range, since the vibrational quantum $2\pi\hbar\nu$ is about five times $k_BT$. Moreover, in a strongly biased defect coupled to vibrations, tunnelling is generally incoherent and its rate is not $\Delta/(2\pi\hbar)$. At room temperature this model defect would cross its barrier thermally, and $\Delta$ would have no practical bearing on its relaxation.

The numerical output below lists the main values with more digits.

## Computed results

```
mass 16.0 u, half-separation 0.070 nm
main barrier 0.30 eV
kappa = 0.266592 meV
grids N = (1000, 2000, 4000), wall at 2.0 a
Barrier 0.05 eV: G = 187.553
  splitting, identity    1.91198321e-09 eV
  splitting, reference   1.91198321e-09 eV
  relative error         9.2e-12
  subtraction, N=4000    1.912e-09 eV
  its relative error     1.5e-04
Barrier 0.10 eV: G = 375.105
  splitting, identity    1.69885258e-12 eV
  splitting, reference   1.69885258e-12 eV
  relative error         1.1e-13
  subtraction, N=4000    2.131e-12 eV
  its relative error     2.5e-01
Barrier 0.20 eV: G = 750.211
  splitting, identity    6.54292237e-17 eV
  splitting, reference   6.54292237e-17 eV
  relative error         2.7e-11
  subtraction, N=4000    0.000e+00 eV
  its relative error     1.0e+00
Barrier 0.30 eV: G = 1125.316
  splitting, identity    2.42981062e-20 eV
  splitting, reference   2.42981062e-20 eV
  relative error         2.0e-10
  subtraction, N=4000    0.000e+00 eV
  its relative error     1.0e+00
Main barrier, details:
  doublet energy, N=4000  17.750396 meV
  float spacing there    3.788e-18 eV
  N=1000: splitting 2.44192109e-20 eV
  N=2000: splitting 2.43283348e-20 eV
  N=4000: splitting 2.43056604e-20 eV
  same-matrix error, N=1000: 9.2e-13
  even-state peak/centre ratio 1.2792e+09
  inward-only relative error 7.3e+14
  second doublet splitting 1.190471e-17 eV
  spacing of doublets 34.9400 meV
  (dDelta/Delta)/(dE/spacing) = 3.016
  same for subtraction: 1.438e+18
Bias 3 Delta at 0.05 eV: gap/Delta = 3.16228
Neglected effects, main barrier:
  position element 0.06920 nm
  field with bias = Delta: 1.756e-18 MV/cm
  bias at 1 MV/cm: 13.840 meV
  mass +10%: Delta times 0.1102
  barrier +10%: Delta times 0.1212
  second/first weighted splitting, 10 K: 1.21e-15
  these are equal at 65.5 K
  attempt frequency 8.6496e+12 Hz
  over-barrier rate at 300 K: 7.893e+07 1/s
  flux-integral rate at 300 K: 7.752e+07 1/s
  Delta/h = 5.8753e-06 Hz
  over-barrier rate = Delta/h at 83.2 K
```
